# Stretched-exponential roughness and the power-law spectrum: a pair only at H=1/2

For a line edge with rms deviation $\sigma$, correlation length $\xi$ and roughness exponent $H$, the correlation

$$C_S(r)=\sigma^2\exp\left[-(r/\xi)^{2H}\right],\qquad r\ge 0,$$

and the spectrum

$$S_M(k)=\sigma^2\xi\,a(H)\,(1+k^2\xi^2)^{-H-1/2}$$

are a Fourier pair at $H=1/2$ and at no other $H$. Changing the amplitude or the correlation length of one of them does not help. The correlation that belongs to $S_M$ is

$$C_M(r)=\sigma^2\,\frac{2^{1-H}}{\Gamma(H)}\left(\frac r\xi\right)^{H}K_H\!\left(\frac r\xi\right),$$

where $K_H$ is the modified Bessel function of the second kind.

The edge is one-dimensional and statistically stationary, and $C$ is even in $r$. The convention is

$$S(k)=\int_{-\infty}^{\infty}C(r)e^{-ikr}dr,\qquad C(r)=\int_{-\infty}^{\infty}S(k)e^{ikr}\frac{dk}{2\pi},$$

with $k$ an angular wavenumber. Hence $\int S\,dk/2\pi=C(0)=\sigma^2$, and $S$ has the unit nm³. Below, $x=r/\xi$ and $q=k\xi$.

## A counter-example: H = 3/4

Take $\sigma=1.2$ nm, $\xi=20$ nm and $H=0.75$, so that $\sigma^2\xi=1.44\times20=28.8$ nm³.

The factor $a(H)$ follows from the variance. For $\nu>0$,

$$(1+q^2)^{-\nu}=\frac1{\Gamma(\nu)}\int_0^\infty t^{\nu-1}e^{-t(1+q^2)}dt. \tag{1}$$

Set $\nu=H+1/2$ and integrate over $q$, using $\int e^{-tq^2}dq=\sqrt{\pi/t}$:

$$\int_{-\infty}^{\infty}(1+q^2)^{-H-1/2}dq=\frac{\sqrt\pi}{\Gamma(H+\frac12)}\int_0^\infty t^{H-1}e^{-t}dt=\frac{\sqrt\pi\,\Gamma(H)}{\Gamma(H+\frac12)}.$$

Since $dk=dq/\xi$, the condition $\int S_M\,dk/2\pi=\sigma^2$ gives

$$a(H)=\frac{2\sqrt\pi\,\Gamma(H+\frac12)}{\Gamma(H)}. \tag{2}$$

For the example, $S_M(0)=28.8\,a(3/4)=75.5$ nm³.

The spectrum $S_S$ of the stretched exponential at $k=0$ is the area under $C_S$. With $u=x^{2H}$, $dx=u^{1/(2H)-1}du/(2H)$, and

$$S_S(0)=2\sigma^2\xi\int_0^\infty e^{-x^{2H}}dx=\frac{2\sigma^2\xi}{2H}\,\Gamma\!\left(\frac1{2H}\right)=2\sigma^2\xi\,\Gamma\!\left(1+\frac1{2H}\right). \tag{3}$$

This is 52.0 nm³, or 0.689 of $S_M(0)$. With equal parameters the two are therefore not a pair.

Could another correlation length $\xi'$ in $S_M$ save the match? The variance must stay $\sigma^2$, because both correlations must agree at $r=0$. Then $S_M(0)$ is proportional to $\xi'$, and equality at $k=0$ forces $\xi'=0.6886\times20=13.8$ nm. Nothing is left to adjust. At $k=0.05$ nm⁻¹ we have $k\xi'=0.6886$, and the rescaled form gives

$$52.0\times(1+0.474)^{-1.25}=32.0\ \text{nm}^3,$$

whereas the transform of $C_S$, integrated numerically, is 36.6 nm³. The rescaled pair fails too.

With the original $\xi=20$ nm in both, the spectra compare as follows.

| $k$ (nm⁻¹) | $S_S$ (nm³) | $S_M$ (nm³) | $S_S/S_M$ |
|---|---|---|---|
| 0 | 52.0 | 75.5 | 0.689 |
| 0.05 | 36.6 | 31.8 | 1.15 |
| 0.15 | 5.70 | 4.25 | 1.34 |
| 0.50 | 0.190 | 0.236 | 0.804 |

The areas under the two spectra are equal, so a deficit at small and large $k$ has to be paid back in between. In real space, at $r=40$ nm, $C_S/\sigma^2=0.059$ but $C_M/\sigma^2=0.209$. The parameter $\xi$ also changes its meaning: $C_S$ falls to $1/e$ at $r=\xi=20$ nm, $C_M$ at 27.2 nm.

## The correlation that belongs to the spectrum

Insert (1) into the inverse transform of $S_M$. The double integral converges absolutely for $H>0$, so the order may be exchanged. Completing the square gives

$$\int_{-\infty}^{\infty}e^{-tq^2+iqx}\frac{dq}{2\pi}=\frac{e^{-x^2/4t}}{2\sqrt{\pi t}},$$

and therefore

$$\frac{C_M}{\sigma^2}=\frac{a(H)}{2\sqrt\pi\,\Gamma(H+\frac12)}\int_0^\infty t^{H-1}e^{-t-x^2/4t}dt=\frac1{\Gamma(H)}\int_0^\infty t^{H-1}e^{-t-x^2/4t}dt. \tag{4}$$

Now put $t=(x/2)e^u$. Then $t+x^2/4t=x\cosh u$ and $t^{H-1}dt=(x/2)^He^{Hu}du$, so

$$\frac{C_M}{\sigma^2}=\frac{(x/2)^H}{\Gamma(H)}\int_{-\infty}^{\infty}e^{Hu-x\cosh u}du. \tag{5}$$

The last integral is $2K_H(x)$, which gives the Bessel form stated at the start.

## General statement and proof

**Statement.** Let $C_S$ have any exponent $2H>0$, and let the spectrum have the form $B(1+k^2\xi'^2)^{-H'-1/2}$ with $B,\xi',H'>0$ all free. The two are a Fourier pair if and only if $H=H'=1/2$, $\xi'=\xi$ and $B=2\sigma^2\xi$.

*The pair at 1/2.* Directly,

$$2\sigma^2\xi\int_0^\infty e^{-x}\cos qx\,dx=\frac{2\sigma^2\xi}{1+q^2},$$

which agrees with $a(1/2)=2\sqrt\pi\,\Gamma(1)/\Gamma(1/2)=2$.

*No other pair.* For large $x$ the integrand of (5) is concentrated near $u=0$, where $\cosh u\simeq1+u^2/2$. Laplace's method gives $e^{-x}\sqrt{2\pi/x}$ for the integral. The correlation belonging to the assumed spectrum thus behaves as

$$C(r)\simeq D\,r^{H'-1/2}e^{-r/\xi'},\qquad D>0, \tag{6}$$

and consequently

$$-\frac{\ln C(r)}{r}\to\frac1{\xi'},\qquad\text{while}\qquad-\frac{\ln C_S(r)}{r}\to\lim_{r\to\infty}\frac{r^{2H-1}}{\xi^{2H}}.$$

The second limit is zero for $H<1/2$ and infinite for $H>1/2$. A pair requires it to be finite and positive, so $H=1/2$ and $\xi'=\xi$. Then $C_S=\sigma^2e^{-r/\xi}$ has no power of $r$ in front, and (6) requires $H'=1/2$. The value at $r=0$ finally fixes $B$. Both functions are continuous and integrable, so different correlations cannot share a spectrum, and the proof is complete.

The proof rests on the distant tail of the correlation. The power-law spectrum always gives a memory that fades exponentially, up to a power of $r$. The stretched exponential forgets faster than that for $H>1/2$ and more slowly for $H<1/2$.

## Where the stretched exponential is allowed

A spectrum is a mean square and cannot be negative. $S_M$ meets this for every $H>0$; $C_S$ meets it only for $0<H\le1$.

Let $\alpha=2H$ with $0<\alpha<2$, and define $J=\int_0^\infty(1-\cos u)u^{-1-\alpha}du$. Write $u^{-1-\alpha}=\Gamma(1+\alpha)^{-1}\int_0^\infty s^\alpha e^{-su}ds$ and do the $u$ integral first, which is permitted because nothing is negative:

$$\int_0^\infty(1-\cos u)e^{-su}du=\frac1s-\frac s{1+s^2}=\frac1{s(1+s^2)},$$

$$J=\frac1{\Gamma(1+\alpha)}\int_0^\infty\frac{s^{\alpha-1}}{1+s^2}ds=\frac{\pi}{2\Gamma(1+\alpha)\sin(\pi\alpha/2)}.$$

Scaling $u=px$ gives $x^\alpha=J^{-1}\int_0^\infty(1-\cos px)p^{-1-\alpha}dp$. Cut the integral off at $p=\epsilon$ and let $g(x)=J^{-1}\int_\epsilon^\infty\cos(px)\,p^{-1-\alpha}dp$. Then

$$e^{-x^\alpha}=\lim_{\epsilon\to0}e^{-g(0)}\sum_{n=0}^\infty\frac{g(x)^n}{n!}.$$

A product of cosines is a sum of cosines with positive weights, so every term is a positive mixture of cosines. The limit is then a positive-definite function, and its spectrum is nonnegative. At $H=1$ the correlation is a Gaussian, whose spectrum is a positive Gaussian.

For $H>1$, suppose $S_S\ge0$. Then

$$\frac{2[\sigma^2-C_S(r)]}{r^2}=\int_{-\infty}^{\infty}S_S(k)\,\frac{2(1-\cos kr)}{r^2}\,\frac{dk}{2\pi}.$$

As $r\to0$ the left side vanishes like $r^{2H-2}$, while the limit of the right side is at least $\int k^2S_S\,dk/2\pi$ (Fatou's lemma). So $S_S$ would have to vanish, which contradicts $\sigma^2>0$. At $H=1.5$ and $k\xi=12$, for instance, numerical integration gives $S_S/(\sigma^2\xi)=-5.8\times10^{-4}$.

## The shared exponent and the unshared amplitude

For $0<H<1$ both spectra fall as $k^{-1-2H}$ at large $k$. To see this for $C_S$, integrate by parts; the boundary terms vanish. With $x=y/q$,

$$\frac{S_S}{\sigma^2\xi}=\frac{2\alpha}q\int_0^\infty x^{\alpha-1}e^{-x^\alpha}\sin qx\,dx=\frac{2\alpha}{q^{1+\alpha}}\,\mathrm{Im}\int_0^\infty y^{\alpha-1}e^{-(y/q)^\alpha}e^{iy}dy.$$

Turn the path to $y=\rho e^{i\theta}$ with $\theta>0$ smaller than both $\pi/2$ and $\pi/(2\alpha)$. Both exponentials then decay along the ray, and the arc at infinity contributes nothing. On the ray, expand $e^{-(y/q)^\alpha}=1-(y/q)^\alpha+\dots$; the remainder is at most $|y/q|^{2\alpha}/2$ because $(y/q)^\alpha$ has a positive real part. Each power is integrated by turning the path on to the imaginary axis, $\int y^{\beta-1}e^{iy}dy=\Gamma(\beta)e^{i\pi\beta/2}$. With $\beta=\alpha$ and $\beta=2\alpha$,

$$\frac{S_S}{\sigma^2\xi}=\frac{2\Gamma(1+2H)\sin\pi H}{q^{1+2H}}-\frac{\Gamma(1+4H)\sin2\pi H}{q^{1+4H}}+O(q^{-1-6H}). \tag{7}$$

Divide the leading term by the tail $a(H)q^{-1-2H}$ of $S_M$. The duplication formula gives $\Gamma(1+2H)=4^HH\,\Gamma(H)\Gamma(H+\frac12)/\sqrt\pi$, and the reflection formula gives $\sin\pi H=\pi/[\Gamma(H)\Gamma(1-H)]$. The ratio tends to

$$R(H)=4^H\,\frac{\Gamma(1+H)}{\Gamma(1-H)}. \tag{8}$$

The same number appears at short distance. From (4), with $t=x^2/4v$,

$$1-\frac{C_M}{\sigma^2}=\frac{(x/2)^{2H}}{\Gamma(H)}\int_0^\infty\frac{1-e^{-v}}{v^{1+H}}\,e^{-x^2/4v}dv\to\frac{(x/2)^{2H}}{\Gamma(H)}\,\frac{\Gamma(1-H)}H=\frac{x^{2H}}R,$$

where integration by parts gave the $v$ integral at $x=0$. For $C_S$ the corresponding term is $x^{2H}$. The exponent of the fine-scale roughness is common to both models; its strength need not be.

At $H=0.75$, $R=0.717$. The table shows 0.804 at $k\xi=10$ because the tail is reached slowly: the second term of (7) adds $3.19\,q^{-3/2}$, about 10 %, to the first, and the higher terms about 0.6 % more. In addition $S_M$ lies below its own power tail by the factor $(1+q^{-2})^{-5/4}$, which raises the ratio by 1.25 %. Together, $0.717\times1.107\times1.0125=0.804$.

At $H=0.3$ the tail ratio is 1.05 while the ratio at $k=0$ is 2.18, so close agreement of the tails says little about the plateau. At this $H$ the limit is approached very slowly: the ratio is 0.76 at $k\xi=3$, 0.87 at 10, 1.00 at 100 and 1.04 at 1000. At $H=1$ the power tail of $S_S$ is gone:

$$S_S=\sqrt\pi\,\sigma^2\xi\,e^{-q^2/4},\qquad S_M=\pi\sigma^2\xi\,(1+q^2)^{-3/2}.$$

For $0<H<1$ one can match the tails by rescaling. The tail of $S_M$ is proportional to $\xi_M^{-2H}$, so $\xi_M=\xi R^{-1/(2H)}$, here $20\times0.717^{-2/3}=25.0$ nm. The plateau of $S_M$ then becomes $75.5\times25.0/20=94$ nm³, 1.81 times that of $S_S$.

## What it does to linewidth

Average the edge position over a feature of length $w$. The variance of the mean is a double integral of $C(y-y')$ over the feature, divided by $w^2$. Separations $\pm r$ occur with weight $w-r$ each, so

$$\sigma_w^2=\frac2w\int_0^w\left(1-\frac rw\right)C(r)\,dr=\int_{-\infty}^{\infty}S(k)\left[\frac{\sin(kw/2)}{kw/2}\right]^2\frac{dk}{2\pi}.$$

The second form follows by inserting the inverse transform. For two uncorrelated edges the standard deviation of the mean linewidth is $\sqrt2\,\sigma_w$. With $\sigma$, $\xi$ and $H$ held fixed:

| $w$ (nm) | from $C_S$ (nm) | from $C_M$ (nm) | excess over $C_S$ |
|---|---|---|---|
| 20 | 1.53 | 1.55 | 1.5 % |
| 50 | 1.24 | 1.33 | 7.6 % |
| 200 | 0.70 | 0.82 | 17 % |

For $w\ll\xi$ both tend to $\sqrt2\,\sigma=1.70$ nm, and the choice of model is immaterial. For $w\gg\xi$, $\sigma_w^2\to S(0)/w$, and the excess tends to $\sqrt{75.5/52.0}-1=20.5$ %. Someone who takes $\sigma,\xi,H$ from a fit of $S_M$ and generates edges from $C_S$ therefore underestimates the spread at this $H$ once the feature is longer than about 8 nm, and the relative error then grows with the length. For shorter features the sign is reversed, but the difference is only about 0.1 % or less.

Fitting the wrong form has a different effect. Suppose the true correlation is $C_S$, and $S_M$ is fitted to its noiseless spectrum with $\sigma$, $\xi$ and $H$ free. The fit uses least squares in $\ln S$ at 40 logarithmically spaced values of $k$, for wavelengths from 2000 nm to 12.9 nm. It returns $H=1.20$, $\xi=10.9$ nm and $\sigma=1.18$ nm instead of 0.75, 20 nm and 1.2 nm. The rms misfit is 0.059 in $\ln S$, about 6 %, which noisy data from only a few edges could hide.

The upward shift of $H$ can be understood from the slopes. Between $k=0.15$ and 0.50 nm⁻¹, $S_S$ falls with a mean logarithmic slope of $-\ln(5.70/0.190)/\ln(0.50/0.15)=-2.8$, steeper than its final $-2.5$. The slope of the fitted form, $-(2H+1)q^2/(1+q^2)$, is never steeper than its own final value, so following this stretch takes $H>0.9$. The fitted value depends on the band: with the upper end moved to $k=2$ nm⁻¹, the same noiseless fit gives $H=0.93$.

Used consistently with $C_M$, the fitted set still predicts a linewidth spread of 1.23 nm at $w=50$ nm, against the true 1.24 nm. It follows the spectrum over this band to about 6 % rms, although its parameters are not those of $C_S$; the largest deviation is at the upper end of the band, where the fitted form is 14 % too low. Put into $C_S$, the fitted $H=1.20$ would not even be an admissible exponent.

## Beside a real resist line

The parameters are rough typical values for a line in extreme-ultraviolet resist: $3\sigma=3.6$ nm, a correlation length of tens of nanometres, and $H$ between 1/2 and 1. Neither model is derived here from resist chemistry, so a measured edge need follow neither.

The linewidth results above assume that the two edges are independent. A correlation coefficient of 0.2 between them, taken equal at all wavelengths, multiplies the linewidth spread by $\sqrt{1-0.2}$, a change of $-10.6$ %. That exceeds the 7.6 % between the models at $w=50$ nm, but not the 17 % at $w=200$ nm.

The measurement matters as well. White edge-detection noise of 0.5 nm rms at 1 nm pixels adds $0.5^2\times1=0.25$ nm³ to the spectrum. $S_M$ sinks to this level at a wavelength of 12.9 nm, which set the end of the fitted band; $S_S$ reaches it at 13.9 nm, and a band ended there gives $H=1.23$. At the crossing the noise doubles the measured spectrum, so it has to be subtracted already in the upper part of the band, which the noiseless fit above takes for granted.

The remaining effects, evaluated with $S_M$, are smaller. A 2 µm scan with its mean removed loses 2.6 % of the variance. Its finite length raises the spectrum at 20 nm wavelength by 2.1 %, and aliasing adds 0.5 % at the noise crossing. Wavelengths below 2 nm, a rough resist grain size, hold 0.1 % of the variance. At $k=0$, by comparison, the two spectra differ by 31 % of $S_M$. The numerical output lists these values with further digits.

## Table of computed values

```
rms edge deviation sigma = 1.20 nm
correlation length xi = 20.0 nm; exponent H = 0.75
scan length = 2000 nm; pixel = 1.0 nm
edge-detection noise = 0.50 nm rms
Ratios stretched/power-law spectrum at equal sigma, xi, H:
  H=0.30: at k=0 2.1812, tail 1.0480
  H=0.50: at k=0 1.0000, tail 1.0000
  H=0.75: at k=0 0.6886, tail 0.7170
  H=1.00: at k=0 0.5642, tail 0.0000
H=1.5, k xi=12: stretched S/(sigma^2 xi) = -5.78e-04
Spectra in nm^3 (stretched, power-law, ratio):
  k=0.000 1/nm: 51.9981, 75.5153, 0.6886
  k=0.050 1/nm: 36.5600, 31.7503, 1.1515
  k=0.150 1/nm: 5.7018, 4.2465, 1.3427
  k=0.500 1/nm: 0.1896, 0.2358, 0.8039
Correlations C/sigma^2 (stretched, Bessel):
  r=10 nm: 0.7022, 0.7454
  r=20 nm: 0.3679, 0.5005
  r=40 nm: 0.0591, 0.2088
  r=80 nm: 0.0003, 0.0326
1/e length: stretched 20.00 nm, Bessel 27.22 nm
tail-matched xi of power-law spectrum = 24.97 nm
  its k=0 value / stretched k=0 value = 1.8129
Std of mean linewidth in nm (stretched, Bessel, excess):
  w=20 nm: 1.5306, 1.5537, 1.51 %
  w=50 nm: 1.2385, 1.3325, 7.59 %
  w=200 nm: 0.6969, 0.8178, 17.34 %
noise floor = 0.250 nm^3, reached at wavelength 12.87 nm
Power-law form fitted to the stretched spectrum in this band:
  H = 1.1956, xi = 10.91 nm, sigma = 1.1841 nm
  rms misfit of ln S = 0.0589 (control at H=0.5: 8.0e-16)
  linewidth std from fit, w=50 nm: 1.2315 nm
Neglected effects:
  variance lost by finite scan = 2.59 %
  leakage at 20 nm wavelength = 2.08 %
  aliasing at the noise crossing = 0.47 %
  variance below 2 nm wavelength = 0.112 %
  edge correlation 0.2 changes linewidth std by -10.6 %
```
